# Critical-path analysis of a sheet with exponentially broad bond conductances

In some disordered semiconductor films, conduction can be pictured as electrons crossing a random landscape of barriers. A simple model replaces such a film by a network whose bonds \(b\) are ohmic resistors with conductances

\[
g_b=g_0\,e^{-E_b/kT},\qquad E_b\ge 0 .
\]

Here \(E_b\) is a fixed random barrier, \(kT\) is the thermal energy and \(g_0\) is a common prefactor. The algebra is in atomic units; numbers are in eV and angstrom. Two electrodes are held at potentials 0 and 1, so the total current equals the network conductance \(G\). It is convenient to measure \(G\) by an energy,

\[
\mathcal E=-kT\ln\frac{G}{g_0}.
\]

When \(kT\) is small compared with the spread of barriers, the \(g_b\) cover many orders of magnitude. The problem asks which barrier then sets \(\mathcal E\).

**(a) Show that \(G\) is the minimum of a quadratic form in the node potentials, and that it cannot fall when a bond conductance is raised.**

Let \(V_i\) be the true node potentials and \(\Delta V_b\) the potential difference across bond \(b\). Take trial potentials \(V_i+w_i\), with \(w_i=0\) on the electrodes. Then

\[
\sum_b g_b(\Delta V_b+\Delta w_b)^2=\sum_b g_b(\Delta V_b)^2+2\sum_b g_b\Delta V_b\Delta w_b+\sum_b g_b(\Delta w_b)^2 .
\]

Collecting the terms of the middle sum that contain each \(w_i\) gives

\[
\sum_b g_b\Delta V_b\Delta w_b=\sum_i w_i\sum_j g_{ij}(V_i-V_j)=0 .
\]

At an inner node the sum over \(j\) is the net current leaving the node, which vanishes; on an electrode \(w_i=0\). The last sum in the expansion is not negative, so the true potentials minimize the form.

The same regrouping with \(w_i\) replaced by \(V_i\) gives \(\sum_b g_b(\Delta V_b)^2=\sum_iV_iI_i\), where \(I_i\) is the current fed into node \(i\). Only the electrode at potential 1 contributes, and its current is \(G\). Hence

\[
G=\min_V\sum_b g_b(\Delta V_b)^2 .
\]

Raising any \(g_b\) raises or leaves unchanged the form for every trial potential, and therefore also its minimum. Deleting a bond cannot increase \(G\).

**(b) Insert the bonds of a finite network in order of increasing barrier. Let \(E_c\) be the barrier of the bond that first connects the electrodes. How far can \(\mathcal E\) lie from \(E_c\)?**

Write \(g_c=g_0e^{-E_c/kT}\). When the critical bond has been inserted there is a path between the electrodes whose barriers are all at most \(E_c\). Let it have \(n_{\rm path}\) bonds, and delete every other bond. The remaining resistors are in series, each with resistance at most \(1/g_c\), so

\[
G\ge\frac{g_c}{n_{\rm path}} .
\]

Just before the critical bond is inserted, the electrodes are not connected. Let \(S\) be the set of nodes then connected to the first electrode. Every bond leaving \(S\) has \(E_b\ge E_c\), because otherwise its far end would belong to \(S\). These \(n_{\rm cut}\) bonds form a cut. Use the trial potential 0 on \(S\) and 1 elsewhere: each cut bond has a unit drop and all others have none. By (a),

\[
G\le\sum_{\rm cut}g_b\le n_{\rm cut}\,g_c .
\]

Taking \(-kT\ln\) reverses both inequalities:

\[
-kT\ln n_{\rm cut}\le\mathcal E-E_c\le kT\ln n_{\rm path}. \tag{1}
\]

Thus \(\mathcal E\to E_c\) when \(kT\to0\) at fixed size. Neither the dimension nor the statistics of the barriers entered.

If the barriers are distinct, more follows. Keeping the actual terms in the two sums gives

\[
\frac{g_c}{1+\sum'_{\rm path}e^{-(E_c-E_b)/kT}}\le G\le g_c\Bigl(1+\sum'_{\rm cut}e^{-(E_b-E_c)/kT}\Bigr),
\]

where the primes omit the critical bond. All exponents are negative, so \(G/g_c\to1\). In this limit one resistor controls the sample. At higher \(kT\), further resistances on the path lower \(G\), while parallel bonds across the cut raise it.

**(c) Read these bounds for one sample with \(E_b=Wu_b^2\), where \(W=0.40\) eV and the \(u_b\) are independent and uniform on \((0,1)\).**

Use a square sample with \(L\) rows of sites and columns \(0,\dots,L\). The first and last columns are merged into the electrodes, leaving \(L^2\) horizontal and \((L-1)^2\) vertical bonds. With \(L=20\) and a bond length of 20 angstrom the edge is 400 angstrom.

The conductance is computed by eliminating inner nodes one at a time. Removing node \(k\) adds \(g_{ik}g_{jk}/\sum_lg_{lk}\) to the conductance between each pair of its neighbours \(i,j\). This follows by solving the current law at \(k\) for \(V_k\) and inserting it at the neighbours. Since no subtraction occurs, a wide range of conductances causes no cancellation.

One random sample has \(E_c=0.08007\) eV, \(n_{\rm path}=26\) and \(n_{\rm cut}=107\). Its energies in eV are:

| \(kT\) | \(\mathcal E\) | \(\mathcal E-E_c\) |
|---|---|---|
| 0.0200 | 0.08626 | +0.00619 |
| 0.0100 | 0.07826 | −0.00181 |
| 0.0050 | 0.07963 | −0.00044 |
| 0.0025 | 0.08006 | −0.00001 |

At the lowest \(kT\), (1) allows a difference between \(-0.0025\ln107=-0.0117\) eV and \(0.0025\ln26=0.0081\) eV. The actual difference is far smaller, as the limit \(G/g_c\to1\) leads one to expect. Its sign changes with temperature, so the approach to \(E_c\) need not be monotonic.

An activation energy taken from the slope of \(\ln G\) is a different quantity. With \(\beta=1/kT\), two temperatures give

\[
E_{\rm slope}=-\frac{\ln G_2-\ln G_1}{\beta_2-\beta_1}=\frac{\beta_2\mathcal E_2-\beta_1\mathcal E_1}{\beta_2-\beta_1}.
\]

If both \(\mathcal E_i\) lie within \(\eta\) of \(E_c\), the slope lies within \(\eta(\beta_2+\beta_1)/(\beta_2-\beta_1)\) of it, which is \(3\eta\) when \(\beta_2=2\beta_1\). For the first two rows,

\[
E_{\rm slope}=\frac{100\times0.07826-50\times0.08626}{50}\ {\rm eV}=0.0703\ {\rm eV},
\]

about 0.010 eV below \(E_c\). Here the slope is a poorer estimate of the critical barrier than either \(\mathcal E\).

**(d) Why does (1) not settle the infinite sheet at fixed temperature? Find an upper bound on \(G\) that survives the limit \(L\to\infty\).**

Every path has at least \(L\) bonds. Every cut also has at least \(L\), since each of the \(L\) rows must be interrupted. Both logarithms in (1) therefore diverge with \(L\). A better trial potential must spread the voltage over the whole sheet.

Let \(E_b=Q(u_b)\), with \(Q\) increasing and the \(u_b\) independent and uniform. Choose \(p<1/2\), and group sites into clusters joined by bonds with \(u_b<p\), keeping the sites of the electrode columns separate for this purpose. The width \(w\) of a cluster is the difference between its last and first columns. Suppose that no cluster touches both electrodes. Give each cluster one potential: its first column divided by \(L\), or 1 if it touches the right electrode. The electrode values are then correct.

Bonds inside a cluster have no drop. A bond between two clusters joins columns that differ by at most one, and \(L\) times each cluster's potential is a column within that cluster's range. The drop is thus at most \((1+w+w')/L\). All bonds with a drop have \(u_b\ge p\), hence \(g_b\le g_0e^{-Q(p)/kT}\), and (a) gives

\[
G\le K\,g_0e^{-Q(p)/kT},\qquad K=\frac1{L^2}\sum_{u_b\ge p}(1+w+w')^2. \tag{2}
\]

One theorem of percolation theory is needed here and is not proved: on the infinite square lattice, when bonds are present independently with probability \(p<1/2\), the width of the cluster containing a given site has a finite mean square \(m_2(p)\). Cutting out a finite sample can only shrink clusters. There are fewer than \(2L^2\) bonds, and \((1+w+w')^2\le3(1+w^2+w'^2)\), so the mean of \(K\) obeys

\[
\langle K\rangle\le6(1+2m_2)\equiv C_p ,
\]

independently of \(L\). The supposition is also justified. A cluster touching both electrodes contains one of \(L\) sites on the left and has width \(L\). The probability of width at least \(L\) at a given site is at most \(m_2/L^2\), so the total probability is at most \(L\,m_2/L^2=m_2/L\to0\).

**(e) Use planar duality to find the opposite bound, and determine the low-temperature limit of \(\mathcal E\) for the infinite sheet.**

Because current is conserved at each node, bond currents can be written as differences of a stream function \(\psi\) defined on the faces of the network. The drop across a bond is its current divided by \(g_b\). The sum of drops around each inner face vanishes:

\[
\sum_{f'}\frac1{g_{ff'}}(\psi_f-\psi_{f'})=0,
\]

where \(g_{ff'}\) belongs to the bond separating faces \(f\) and \(f'\). This is the current law of a dual network whose nodes are faces and whose conductances are \(1/g_b\). Its electrodes are the outer regions above and below the sheet. Their difference in \(\psi\) is the total original current \(G\). The dual current leaving the upper region is the sum of voltage drops along the top row, which is 1. The dual conductance is current over potential difference, so

\[
G^*[1/g]=\frac1{G[g]}. \tag{3}
\]

The dual sample has \(L^2\) bonds along its current direction and \((L-1)^2\) across it; it is the original shape turned by a right angle.

In the dual, large \(u_b\) means large conductance. Repeat (d) with clusters formed by \(u_b>1-p\), which again have bond density \(p\). The other bonds satisfy \(1/g_b\le g_0^{-1}e^{Q(1-p)/kT}\), so \(1/G\le K^*g_0^{-1}e^{Q(1-p)/kT}\). Together with (2),

\[
Q(p)-kT\ln K\le\mathcal E\le Q(1-p)+kT\ln K^* . \tag{4}
\]

Let \(Q\) be continuous at \(1/2\). For any \(\delta>0\), choose \(p<1/2\) so that \(Q(p)\) and \(Q(1-p)\) both lie within \(\delta/2\) of \(Q(1/2)\). A deviation of \(\mathcal E\) larger than \(\delta\) then requires a cluster spanning the sample, or \(K\) or \(K^*\) larger than \(e^{\delta/2kT}\). A positive quantity of mean at most \(C_p\) exceeds \(A\) with probability at most \(C_p/A\). Therefore

\[
P\bigl(|\mathcal E-Q(\tfrac12)|>\delta\bigr)\le\frac{2m_2}{L}+2C_pe^{-\delta/2kT}.
\]

Let \(L\to\infty\) first and then \(kT\to0\); the right side vanishes. The infinite square-lattice sheet is controlled by the median barrier:

\[
\boxed{\;-kT\ln(G/g_0)\longrightarrow Q(1/2)\;}
\]

This is also the barrier at which a spanning cluster first appears. To see it, keep one finite sample and let \(kT\to0\) in (4). By (b), \(\mathcal E\to E_c\), so \(Q(p)\le E_c\le Q(1-p)\) whenever neither kind of cluster spans. That probability tends to one as \(L\to\infty\), for each \(p<1/2\), and hence \(E_c\to Q(1/2)\).

The result has exponential accuracy: it fixes \(\ln G\) to leading order in \(1/kT\). A factor such as \((kT)^s\) in \(G\) adds \(-s\,kT\ln(kT)\) to \(\mathcal E\), apart from a constant times \(kT\), and disappears in the limit.

**(f) Examine a symmetric barrier distribution and the opposite limit of high temperature.**

Suppose \(Q(u)+Q(1-u)=2E_m\), so that \(E_m=Q(1/2)\) is both mean and median. The dual conductances are

\[
\frac1{g_b}=\frac{e^{E_b/kT}}{g_0}=\frac{e^{2E_m/kT}}{g_0^2}\,g_0e^{-(2E_m-E_b)/kT}.
\]

The barriers \(2E_m-E_b\) have the same distribution as \(E_b\). Let \(G'\) be the conductance of the dual sample with these barriers and prefactor \(g_0\). Equation (3) becomes \(1/G=e^{2E_m/kT}G'/g_0^2\), or \(\mathcal E+\mathcal E'=2E_m\). Since \(\mathcal E\) and \(\mathcal E'\) are equally distributed, \(\mathcal E\) is distributed symmetrically about \(E_m\) at every size and temperature.

Taking \(Q(u)=u\) and \(kT\to0\) shows that the critical value \(u_c\) is symmetric about \(1/2\) for every \(L\). As \(E_c=Q(u_c)\) with \(Q\) increasing, the median of \(E_c\) over samples is \(Q(1/2)\) even for small samples and skewed barriers.

At high temperature, \(g_b\simeq g_0(1-E_b/kT)\). In the uniform network, horizontal drops are \(1/L\), vertical drops vanish, and \(G=g_0L^2/L^2=g_0\). The form in (a) is stationary in \(V\), so to first order the potentials may be kept fixed:

\[
\frac G{g_0}=1-\frac1{kT}\frac1{L^2}\sum_{\rm horizontal}E_b+O\bigl((kT)^{-2}\bigr).
\]

Thus \(\mathcal E\) tends to the average horizontal barrier, which for a large sheet is the mean barrier. The mean and the critical barrier rule opposite temperature limits. A symmetric distribution cannot tell them apart; a skewed one can.

**(g) Evaluate the skewed model \(Q(u)=Wu^2\), and separate temperature effects from size effects.**

The critical barrier of the infinite sheet is

\[
Q(1/2)=W/4=0.1000\ {\rm eV}=0.003675\ {\rm hartree},
\]

whereas the mean barrier is \(W\int_0^1u^2du=W/3=0.1333\) eV.

For 60 samples with \(L=20\), the median \(\mathcal E\) is 0.1045, 0.1017, 0.0992 and 0.0982 eV at \(kT=0.02\), 0.01, 0.005 and 0.0025 eV. The median \(E_c\) of these samples is 0.0986 eV. By (f) its value for unlimited sampling is 0.1000 eV, so the difference is a sampling error. The largest distance of any sample's \(\mathcal E\) from its own \(E_c\) falls from 0.025 eV at the highest temperature to 0.002 eV at the lowest.

Cooling at fixed size therefore reveals the critical bond of the particular sample, not the infinite-sheet value. The sample in (c) had \(E_c=0.080\) eV, and cooling does not move it to 0.100 eV.

Now hold \(kT=0.02\) eV and change the size. For \(L=10\), an edge of 200 angstrom, 60 samples give a mean \(\mathcal E\) of 0.108 eV and a standard deviation of 0.022 eV. For \(L=40\), an edge of 800 angstrom, 20 samples give 0.105 and 0.004 eV. A spread taken from 20 samples is itself rough: it gives a standard error of \(0.0041/\sqrt{20}=0.0009\) eV for the latter mean, while larger ensembles put the spread nearer 0.006 eV and this error near 0.0013 eV. With either value the excess over 0.1000 eV is resolved, and it lies on the side of the high-temperature limit. The theorem permits such a difference at finite temperature and size, because it concerns the limit \(L\to\infty\) followed by \(kT\to0\).

The bound (4) can be evaluated on a much larger sheet by finding clusters alone. The table gives \(K\) for one random sheet of each size.

| \(p\) | \(L=100\) | \(L=400\) |
|---|---|---|
| 0.30 | 43 | 34 |
| 0.45 | 1100 | 1480 |
| 0.50 | \(1.6\times10^4\) | \(1.4\times10^5\) |

Below threshold the values for these two sheets differ by about a third or less. At \(p=1/2\), where the theorem in (d) does not apply, the sum grows about ninefold. Single sheets scatter widely (at \(L=100\), \(p=0.45\), \(K\) varies between sheets by a factor of several), so these ratios show only the trend. Moving \(p\) towards \(1/2\) narrows the barrier interval in (4) but raises the cost \(kT\ln K\).

For the \(L=400\) sheet, with an edge of 8000 angstrom, take \(p=0.45\) and \(kT=0.0005\) eV. No cluster of either kind spans it, \(K=1476\) and \(K^*=1360\). Then

\[
0.0810-0.0005\ln1476=0.0774,\qquad
0.1210+0.0005\ln1360=0.1246,
\]

both in eV, so \(0.0774\le\mathcal E\le0.1246\) eV. The interval contains \(W/4\) and excludes \(W/3\). The very low \(kT\) serves only to tighten the bound.

The model leaves out tunnelling, and this limits its use for real films. A rectangular barrier of height \(E\) and thickness \(d\) lets a slow electron of mass \(m\) through with a probability of order \(e^{-2d\sqrt{2mE}}\). For \(E=0.1\) eV, \(d=20\) angstrom and the free-electron mass this is \(e^{-6.5}\), which exceeds \(e^{-E/kT}\) once \(kT\) is below about 0.015 eV. A lighter mass or a thinner barrier raises that temperature: for 0.3 of the free-electron mass the crossover is at 0.028 eV, above every \(kT\) in the tables and above its room-temperature value. The comparison of exponents also leaves out thermally excited electrons that tunnel below the top of the barrier; even for the free mass these carry more current than those passing over it at \(kT=0.02\) eV. All rows of the tables therefore illustrate the network model, not a real film with barriers this thin.

**(h) Which assumptions can be relaxed, and where does the rule fail?**

Bond-dependent prefactors between \(g_0/A\) and \(Ag_0\), with \(A\) fixed, are harmless. By monotonicity they change \(G\) by at most a factor \(A\) either way, and \(\mathcal E\) by at most \(kT\ln A\).

The number of competing bonds can matter. For \(M\) equal bonds in parallel, \(\mathcal E=E-kT\ln M\). If \(M=e^{a/kT}\) with fixed \(a>0\), then \(\mathcal E=E-a\) at every temperature, although the critical barrier is \(E\). For (1) alone to guarantee a given energy accuracy, the logarithms of the path and cut sizes must be small compared with that accuracy divided by \(kT\). This condition is sufficient but not necessary: by (d) and (e), the infinite sheet with independent barriers obeys the rule although both logarithms diverge.

Correlated barriers leave (1) intact, but the value \(Q(1/2)\) was derived for independent ones. If \(Q\) jumps at \(1/2\), (4) confines the limit only to the interval between the two sides of the jump.

Thickness changes the connectivity. Equation (1) still holds: a cubic sample with \(L=6\) and the same barrier law has \(E_c=0.0213\) eV, \(n_{\rm path}=15\) and \(n_{\rm cut}=122\). At \(kT=0.0025\) eV its \(\mathcal E\) lies 0.0011 eV above \(E_c\), within the allowed range from \(-0.0120\) to \(0.0068\) eV. This \(E_c\) belongs to one small cube and is not an estimate for an infinite solid. The duality in (e) requires a planar network, so the derivation of the median rule does not apply to a thick film. Planarity alone is not enough either. The median appears because the square bond lattice is its own dual, which puts its percolation threshold at \(1/2\). A triangular sheet is planar, but its dual is the honeycomb lattice and its bond threshold is \(2\sin(\pi/18)=0.347\). With the same barrier law its critical barrier is \(Q(0.347)=0.048\) eV, about half the median.
